# Inferring film stress from the height of a straight buckle

## Problem

A film of thickness $h=100$ nm lies on a thick, stiff substrate. Along a long straight strip it has come loose and bulged upward into a ridge. The detached strip has half-width $b=5.0$ µm, and the crest stands $d=0.5$ µm above the substrate. The film has plane-strain modulus $M=E/(1-\nu^2)=200$ GPa and Poisson ratio $\nu=0.25$, where $E$ is Young's modulus.

(a) What compressive stress $S$ acted across the strip before the film buckled?

(b) How do errors in $b$, $d$ and $h$ affect the answer?

(c) Could the film have had the same compressive stress along the ridge as across it?

Compression is counted as positive in $S$ and in the other named compressions below. The coordinate $x$ runs across the ridge from $-b$ to $b$, $y$ runs along it, and $w(x)$ is the height of the film above its attached position.

## A tempting solution

A clamped strip compressed only across its width stays flat until the stress reaches its buckling value. For a strip of full width $2b$ this value, derived below, is

$$S_c=\frac{\pi^2M}{12}\left(\frac hb\right)^2 .$$

The film has buckled, so one sets the stress equal to the buckling stress:

$$S\overset{?}{=}\frac{\pi^2\times200\ \text{GPa}}{12}\,(0.020)^2=0.066\ \text{GPa}.$$

## Where it fails

The height $d$ was never used. The same 0.066 GPa would follow for a barely visible bulge and for a tall ridge of equal width, although a taller ridge contains a longer piece of film squeezed into the same span.

The formula for $S_c$ is correct, but it answers another question. It gives the stress across the strip at which a straight ridge becomes possible. It also gives the mean compression that remains inside the strip after buckling, because, within the small-slope model, a strip bent into a single crest is in balance only at this thrust, whatever its height. The stress before buckling is larger by the amount that was released when the film lengthened into its arch. The height measures that release.

## Right solution

### Strain and stress in the detached strip

Assume that the film is linear elastic, that its slopes are small, and that the strip edges are clamped: they neither slide nor rotate. The pressure is the same above and below the film, and there is no stress gradient through its thickness before buckling. If the space under this ridge were sealed and empty, atmospheric pressure on top would raise the inferred stress by about 3 percent.

Measure strain from the attached, compressed state. Let $u(x)$ be the displacement across the strip. A piece of length $dx$ acquires the length

$$\sqrt{(1+u')^2+w'^2}\,dx\simeq\left(1+u'+\tfrac12w'^2\right)dx ,$$

so the change of strain is

$$\varepsilon_x=u'+\tfrac12w'^2 .$$

The ridge is long and uniform, and the film on both sides is still attached. The strain along $y$ therefore does not change, $\varepsilon_y=0$. For a thin film with free faces, Hooke's law gives the changes of tensile stress

$$\Delta\sigma_x=M(\varepsilon_x+\nu\varepsilon_y)=M\varepsilon_x,\qquad
\Delta\sigma_y=M(\varepsilon_y+\nu\varepsilon_x)=\nu M\varepsilon_x .$$

This is why the plane-strain modulus appears. The compression left across the strip is $S-M\varepsilon_x$. No shear force acts on the faces of the detached film, so horizontal balance makes this compression the same at every $x$. Call it $S_c$ for now; its value has still to be found. Then

$$\varepsilon_x=\frac{S-S_c}{M}. \tag{1}$$

### The shape and the remaining compression

Bending adds the strain $-zw''$ at height $z$ above the mid-plane. The corresponding stress is $-Mzw''$, and its moment per unit length of ridge has magnitude $Dw''$ with

$$D=M\int_{-h/2}^{h/2}z^2\,dz=\frac{Mh^3}{12}.$$

The thrust per unit length is $N=S_ch$. Take a symmetric ridge. With no vertical load, the two edge reactions add to zero, and by symmetry they are equal, so each vanishes. Now balance moments on the piece between an edge and the point $x$. The edge supplies a moment $m_0$. The thrust acts at height zero at the edge and at height $w$ at the cut, which gives a couple $Nw$:

$$Dw''=m_0-Nw .$$

The sign can be checked with hinged ends, for which $m_0=0$. A strip that has bowed upward must then have $w''<0$, as the equation says.

With $q^2=N/D$, the symmetric solution is

$$w=\frac{m_0}{N}+A\cos qx .$$

The clamped edge requires $w'(b)=-Aq\sin qb=0$. A bent shape has $A\neq0$, so $qb=n\pi$ with $n=1,2,\dots$ The single-crested ridge is $n=1$. The condition $w(b)=0$ then gives $m_0/N=-A\cos\pi=A$, and the crest height is $w(0)=2A=d$. Hence

$$w(x)=\frac d2\left(1+\cos\frac{\pi x}{b}\right). \tag{2}$$

From $q=\pi/b$ follows $N=\pi^2D/b^2$, and division by $h$ gives

$$S_c=\frac{\pi^2D}{b^2h}=\frac{\pi^2M}{12}\left(\frac hb\right)^2 . \tag{3}$$

The balance of forces fixes the shape and the thrust but leaves $d$ free. This is the gap through which the tempting solution fell. A separate calculation, which minimizes the ratio of bending energy to the work of the thrust over polynomial shapes and does not assume the cosine, gives the same $S_c=0.0658$ GPa.

### The height supplies the missing equation

Average $\varepsilon_x$ over the strip. It is uniform, so its average is the value in equation (1). The edges do not move, so

$$\int_{-b}^{b}u'\,dx=u(b)-u(-b)=0 ,$$

and only the slope term remains:

$$\frac{S-S_c}{M}=\frac1{2b}\int_{-b}^{b}\frac{w'^2}{2}\,dx .$$

Equation (2) gives $w'=-(\pi d/2b)\sin(\pi x/b)$. The average of $\sin^2$ over the strip is $1/2$, so

$$\frac{S-S_c}{M}=\frac12\cdot\frac{\pi^2d^2}{4b^2}\cdot\frac12=\frac{\pi^2d^2}{16b^2}. \tag{4}$$

To compare the two parts of $S$, divide the released stress by $S_c$:

$$\frac{S-S_c}{S_c}=\frac{\pi^2d^2/16b^2}{\pi^2h^2/12b^2}=\frac{12}{16}\frac{d^2}{h^2}=\frac34\left(\frac dh\right)^2 .$$

The stress before buckling is therefore

$$S=\frac{\pi^2M}{12}\left(\frac hb\right)^2\left[1+\frac34\left(\frac dh\right)^2\right]. \tag{5}$$

### Answer to (a)

Here $d/h=5.0$, and the bracket is $1+0.75\times25=19.75$. Thus

$$S=0.0658\ \text{GPa}\times19.75=1.30\ \text{GPa}=1300\ \text{MPa}.$$

The two parts show where this comes from. The released strain is 0.617 percent, which corresponds to $200\ \text{GPa}\times0.00617=1.234$ GPa. The remaining 0.066 GPa is still carried by the buckle. The tempting solution had found this remainder and missed the rest.

### Two limits

When $d\to0$, equation (5) gives $S\to S_c$. The tempting solution is thus right when a straight ridge just begins to form. Solving equation (5) for the height,

$$d=h\sqrt{\frac43\left(\frac S{S_c}-1\right)},$$

shows that the ridge rises steeply just above onset, as the square root of the excess stress.

When $d\gg h$, the bracket is dominated by its second term, and

$$S\simeq\frac{\pi^2M}{16}\left(\frac db\right)^2 .$$

The thickness has dropped out. The compression left in the buckle is then a small part of $S$, and nearly all the stress was spent on making the arch longer than its span. Bending still selects the cosine shape, and with it the factor $\pi^2/16$, but this shape does not depend on the thickness. In the example this estimate gives 1.23 GPa, about 5 percent below the full result.

## Part (b): errors in the readings

Write $S=S_c+T$ with $T=\pi^2Md^2/(16b^2)$. The first part varies as $h^2b^{-2}$ and the second as $d^2b^{-2}$. Varying one quantity at a time, with the others and $M$ held fixed, gives

$$\frac{\partial\ln S}{\partial\ln b}=-2,\qquad
\frac{\partial\ln S}{\partial\ln d}=\frac{2T}{S}=1.90,\qquad
\frac{\partial\ln S}{\partial\ln h}=\frac{2S_c}{S}=0.10 .$$

To first order, a half-width read 5 percent too large lowers the inferred stress by 10 percent, and a height read 5 percent too large raises it by 9.5 percent. The same relative error in thickness changes it by 0.5 percent. Of these three readings, at equal relative error, the half-width and the height therefore matter far more than the thickness. Confusing the full width with the half-width would reduce $S$ by a factor of four. The modulus enters as a plain factor, so its relative error passes unchanged into $S$.

## Part (c): the stress along the ridge

Equation (5) does not contain the stress along $y$. That stress nevertheless decides whether the ridge can stay straight. Let $S_y$ be the compression along the ridge before buckling. The arch relieves part of it through the Poisson effect, $\Delta\sigma_y=\nu M\varepsilon_x$, so the compression left is

$$P=S_y-\nu(S-S_c). \tag{6}$$

If $P$ is too large, the ridge can lower its energy by rippling along its length.

### Energy of a small ripple

For general strains the energy per unit area, measured from the attached state, is

$$\begin{aligned}
e={}&\frac{Mh}{2}\left[\varepsilon_x^2+\varepsilon_y^2+2\nu\varepsilon_x\varepsilon_y+\frac{1-\nu}2\gamma^2\right]-h(S\varepsilon_x+S_y\varepsilon_y)\\
&+\frac D2\left[(w_{xx}+w_{yy})^2-2(1-\nu)(w_{xx}w_{yy}-w_{xy}^2)\right],
\end{aligned}$$

where subscripts on $w$ are derivatives and $\gamma$ is the shear strain. With $v$ the displacement along $y$, the strains are $\varepsilon_x=u_x+\frac12w_x^2$, $\varepsilon_y=v_y+\frac12w_y^2$ and $\gamma=u_y+v_x+w_xw_y$.

Add to the straight ridge, now called $w_0$, the small changes

$$\delta u=tU(x)\cos ky,\quad \delta v=tV(x)\sin ky,\quad \delta w=tW(x)\cos ky .$$

The edges stay clamped: $U$, $V$, $W$ and $W'$ vanish at $x=\pm b$. To first order in $t$, the strain amplitudes are

$$e_x=U'+w_0'W',\qquad e_y=kV,\qquad g=V'-kU-kw_0'W ,$$

with $e_x$ and $e_y$ multiplying $\cos ky$ and $g$ multiplying $\sin ky$. Terms of first order in the energy average to zero over a period.

At second order, the squares of these strains cost energy. In addition, $\varepsilon_x$ gains $\frac12t^2W'^2\cos^2ky$ and $\varepsilon_y$ gains $\frac12t^2k^2W^2\sin^2ky$. These are multiplied by the forces already present in the straight ridge, $-hS_c$ and $-hP$. The second-order shear strain contributes nothing, because the straight ridge carries no shear force.

The last bending term also drops out. Its average is proportional to $WW''+W'^2=(WW')'$, which integrates to zero between clamped edges. Since $\cos^2ky$ and $\sin^2ky$ average to $1/2$, the energy change per unit length of ridge is $\frac14t^2Q$, with

$$\begin{aligned}
Q=\int_{-b}^{b}\Big\{&Mh\Big[e_x^2+e_y^2+2\nu e_xe_y+\frac{1-\nu}2g^2\Big]\\
&+D(W''-k^2W)^2-hS_cW'^2-hPk^2W^2\Big\}dx .
\end{aligned}$$

The straight ridge resists a ripple if $Q>0$. Let $Q_0$ be $Q$ without its last term. The largest compression that the ridge can bear is then

$$P_{\max}=\min_{k,U,V,W}\frac{Q_0}{hk^2\int_{-b}^{b}W^2dx}.$$

### Answer to (c)

This minimum was computed with polynomials for $U$, $V$ and $W$, for ripples with $0.3\le kb\le8$. The result is $P_{\max}=0.37$ GPa, at a wavelength of 10.1 µm, close to the full width of the strip. As a test of the algebra, $Q$ was compared for one set of ripple shapes with second differences of the full energy $e$, integrated numerically; the two agreed to within one part in a million.

If the film had equal stress in both directions, $S_y=S$, equation (6) would leave

$$P=1.30-0.25\times1.234=0.99\ \text{GPa}$$

along the ridge. This is well above 0.37 GPa, so the straight ridge would be unstable. The answer to (c) is no, within this model and with the edges held fixed. The stress along the ridge before buckling must have been below

$$S_y=P_{\max}+\nu(S-S_c)=0.370+0.25\times1.234=0.68\ \text{GPa},$$

about 52 percent of the stress across it. The straightness of the ridge is thus a second piece of evidence: the height gives the stress across, and the absence of ripples gives an upper limit on the stress along. The calculation finds when the straight form fails; it does not give the shape that replaces it.

## How far the number can be trusted

**Finite slope.** The steepest slope is $\pi d/2b=0.157$, or about 9 degrees. A rod calculation that allows finite rotation and compression of the mid-line gives 1.288 GPa, which is 0.9 percent below equation (5). Here stress is $M$ times the shortening divided by the unstressed length, so the difference includes the choice of strain measure. For a strip ten times wider, with $d$ and $h$ unchanged, the difference shrinks to 0.009 percent, as expected for corrections that scale with the square of the slope.

**Edges that give way.** A real substrate deforms, so the edges of the strip are pulled slightly inward and can also rotate. For a substrate about as stiff as the film, a rough estimate is to lengthen $b$ by one film thickness. With $d$ held fixed, this lowers the inferred stress to 1.25 GPa, or by 4 percent. This shows only the order of the effect: for a substrate with the same elastic constants as the film, the reduction is nearer 6 to 7 percent, mostly because the edges move inward. A much softer substrate, such as a polymer layer, needs its own calculation.

**Strength of the film.** Although the mean stress across the ridge is small, the faces of the film are heavily loaded. At the crest $w''=-\pi^2d/2b^2$, so the upper face, $z=h/2$, carries the bending tension

$$M\,\frac h2\,\frac{\pi^2d}{2b^2}=0.99\ \text{GPa}.$$

Subtracting the mean compression of 0.07 GPa leaves 0.92 GPa of tension across the ridge. In this model the lower face carries the same tension at the clamped edges. A film that was compressed everywhere can therefore crack along its crest or its edges if it contains large enough flaws. Such a crack, or plastic flow in a metal film, would invalidate equation (5), which assumes an elastic arch.

**Temperature.** The inferred stress belongs to the temperature at which the ridge was measured. For an attached film the stress change is the biaxial modulus, $E/(1-\nu)=M(1+\nu)$, times the difference in thermal strain. With a rough expansion mismatch of 1 ppm/K and a change of 100 K,

$$200\ \text{GPa}\times1.25\times10^{-6}\times100=0.025\ \text{GPa},$$

or 2 percent of $S$. Heating adds compression if the film expands more than the substrate and removes it in the opposite case.

**Comparison with a real film.** The parameters lie roughly in the regime of a stiff silicon nitride film on a silicon chip. Silicon, with Young's modulus between about 130 and 170 GPa depending on direction, is somewhat softer than this film, so the edges give way a little more than estimated above: treated as isotropic, it lowers the inferred stress by about 7 to 8 percent, to roughly 1.2 GPa. Compressive stress of order 1 GPa is high but attainable in plasma-deposited nitride. The modulus depends on the deposition process, and an error of 10 percent in it moves $S$ by 10 percent, more than the slope, edge and temperature estimates above. One untypical feature is the unequal stress: a uniform film on an unpatterned wafer is usually stressed nearly equally in both directions. A straight ridge of these dimensions therefore calls for a reason why the compression along it is lower, for example a substrate bent so as to stretch the film in that direction. Bending alone would have to be severe: starting from equal stresses, it takes a strain of about 0.3 to 0.4 percent, which puts roughly 0.4 to 0.7 GPa of tension on the silicon surface. Many ordinary chips would break first. Such bending leaves equation (5) in force, provided that $S$ is read as the total stress across the ridge with the bending applied.

The computed values are collected in the numerical output below.

## Numbers as computed

```
Half-width b: 5.0 um
Crest height d: 0.5 um
Film thickness h: 100 nm
Plane-strain modulus M: 200 GPa
Poisson ratio nu: 0.25
Height over thickness d/h: 5.0
Thickness over half-width h/b: 0.020
Stress left in buckle Sc, formula: 0.06580 GPa
Stress left in buckle Sc, eigenvalue: 0.06580 GPa
Bracket 1 + (3/4)(d/h)^2: 19.75
Released strain (S-Sc)/M: 0.6169 percent
Stretching part S-Sc: 1.2337 GPa
Inferred stress S: 1.2995 GPa = 1299 MPa
Log sensitivity of S to b: -2.000
Log sensitivity of S to h: 0.101
Log sensitivity of S to d: 1.899
Maximum slope: 0.1571
S from finite-rotation rod: 1.2877 GPa
Rod relative to formula: -0.907 percent
Same, ten times wider buckle: -0.00916 percent
Peak bending stress: 0.987 GPa
Tension on upper face at crest: 0.921 GPa
S with b longer by one h: 1.2490 GPa
Change from that: -3.88 percent
Rough expansion mismatch: 1.0 ppm/K
Temperature change: 100 K
Thermal stress change: 0.0250 GPa
Thermal change over S: 1.92 percent
Largest bearable P along ridge: 0.370 GPa
Wavelength of weakest ripple: 10.12 um
P if film were equi-biaxial: 0.991 GPa
Limit on pre-buckle stress along ridge: 0.678 GPa
That limit over S: 0.522
```
